# Delay of thermal breakdown just above the fold voltage

A device that conducts better when it is hot can run away to a much higher temperature once the voltage across it exceeds a critical value $V_c$. Just above $V_c$ this runaway comes late. Let $T$ be the single temperature assigned to the device, $C$ its heat capacity, $K$ its thermal conductance to surroundings at $T_0$, and $G(T)>0$ its electrical conductance. With $C$ and $K$ constant, and a constant voltage $V$ across the device from $t=0$,

$$C\frac{dT}{dt}=V^2G(T)-K(T-T_0),\qquad T(0)=T_0. \tag{1}$$

Breakdown means here that $T$ reaches a fixed threshold $T_f$. Let $T_c$ be the temperature at which the cold steady state disappears when $V$ rises past $V_c$, with $T_0<T_c<T_f$, and define

$$\tau=\frac CK,\qquad \Theta=T_c-T_0,\qquad \delta=\frac{V-V_c}{V_c},\qquad q=\Theta\,\frac{G''(T_c)}{G'(T_c)} .$$

The delay $t_d$ then obeys, as $\delta\to0^+$,

$$t_d=\frac{\pi\tau}{\sqrt{q\,\delta}}+B+O(\tau\sqrt\delta), \tag{2}$$

where $B$ does not depend on $V$. The first term is the divergence as $(V-V_c)^{-1/2}$. For activated conduction, $G\propto e^{-E/k_BT}$ with $E>4k_BT_0$, the number $q$ is $\sqrt{1-4k_BT_0/E}$. SI units are used throughout.

**The fold.** A steady state balances Joule heating against heat loss, $V^2G=K(T-T_0)$. Dividing by $G$ puts the voltage on one side:

$$V^2=\varphi(T),\qquad \varphi(T)=\frac{K(T-T_0)}{G(T)} .$$

The function $\varphi$ starts from zero at $T_0$, and its derivative is

$$\varphi'(T)=\frac KG\left[1-(T-T_0)\frac{G'}{G}\right].$$

Suppose that $\varphi$ has a maximum at $T_c$, that its second derivative there is not zero, and that $\varphi$ is smaller than this maximum everywhere else from $T_0$ up to and including $T_f$. The maximum value is $V_c^2$. With a subscript $c$ for quantities at $T_c$, the condition $\varphi'(T_c)=0$ gives

$$\Theta G_c'=G_c,\qquad V_c^2G_c=K\Theta,\qquad V_c^2G_c'=K. \tag{3}$$

The third relation follows from the first two. It says that at the fold a small rise in temperature increases heating and loss by equal amounts.

The second derivative comes from differentiating $\varphi G=K(T-T_0)$ twice, which gives $\varphi''G+2\varphi'G'+\varphi G''=0$. At $T_c$ the middle term vanishes, so

$$\varphi''_c=-\frac{V_c^2G''_c}{G_c}. \tag{4}$$

A nondegenerate maximum therefore requires $G''_c>0$. Since (3) makes $G'_c$ positive, this is the same as $q>0$.

Equation (1) can be written as $C\,dT/dt=G(T)\,[V^2-\varphi(T)]$. If $V>V_c$, the bracket is positive all the way from $T_0$ to $T_f$, and the temperature must rise to the threshold. If $0<V<V_c$, then $\varphi$ reaches $V^2$ at some temperature between $T_0$ and $T_c$. The device approaches the first such temperature from below and does not pass it, so there is no breakdown.

**Expansion at the fold.** Let $F(T,V)=V^2G-K(T-T_0)$ be the net heating power and $x=T-T_c$. At the fold both $F$ and $\partial F/\partial T$ vanish. The first surviving terms are one linear in the overvoltage and one quadratic in $x$. By (3), the linear term is

$$\frac{\partial F}{\partial V}(V-V_c)=2V_cG_c\,V_c\delta=2K\Theta\delta .$$

The quadratic coefficient follows from

$$\frac{\partial^2F}{\partial T^2}=V_c^2G_c''=(V_c^2G'_c)\frac{G_c''}{G_c'}=\frac{Kq}{\Theta}.$$

Half of this multiplies $x^2$. After division by $K$ the local equation is

$$\tau\frac{dx}{dt}=2\Theta\delta+\frac{q}{2\Theta}x^2 . \tag{5}$$

The two terms on the right are equal at $|x|=\ell$, where

$$\ell=2\Theta\sqrt{\delta/q}. \tag{6}$$

In the region $|x|\sim\ell$ both kept terms are of order $\delta$. The largest neglected terms, proportional to $x^3$ and $x\delta$, are of order $\delta^{3/2}$ there. With $x=\ell u$ the right side of (5) becomes $2\Theta\delta(1+u^2)$, so

$$dt=\frac{\tau\ell}{2\Theta\delta}\,\frac{du}{1+u^2}=\frac{\tau}{\sqrt{q\delta}}\,\frac{du}{1+u^2}. \tag{7}$$

The starting point and the threshold lie at fixed distances from $T_c$, while $\ell$ shrinks as $\sqrt\delta$. In the variable $u$ the limits therefore move to $-\infty$ and $+\infty$, and the integral tends to $\pi$. This gives the first term of (2).

The exponent has a simple origin. The device must cross a temperature interval of width proportional to $\sqrt\delta$ at a speed proportional to $\delta$, and the ratio is $\delta^{-1/2}$. The part $|u|<1$ contributes $\pi/2$, so half of the leading delay is spent within $\ell$ of the fold temperature.

**Control of the remainder.** The expansion (5) is valid only near $T_c$, so it remains to show that the rest of the path adds no more than a constant at this order. Let $G$ be smooth and write $\mu=V^2-V_c^2$. Equation (1) gives the full delay as an integral,

$$t_d=C\int_{T_0}^{T_f}\frac{dT}{G(T)\,[\mu+V_c^2-\varphi(T)]}. \tag{8}$$

Near $T_c$ introduce $y$ through $y^2=V_c^2-\varphi(T)$, with the sign of $x$. Since $V_c^2-\varphi$ is $x^2$ times a smooth positive function, $y$ is a smooth increasing function of $T$ in some neighbourhood of $T_c$. Choose a fixed $a>0$ such that $-a\le y\le a$ lies inside that neighbourhood.

Outside this interval $V_c^2-\varphi$ is bounded below by a positive number. The outer part of (8) thus equals its value at $V_c$, called $J_a$, plus a correction $O(\mu)$. The inner part is

$$C\int_{-a}^{a}\frac{w(y)\,dy}{\mu+y^2},\qquad w(y)=\frac1G\frac{dT}{dy}.$$

Split the smooth function as $w=w_0+w_1y+y^2r(y)$, with $r$ bounded, and take the three pieces in turn. The constant piece gives

$$w_0\,\frac{2}{\sqrt\mu}\arctan\frac{a}{\sqrt\mu}=w_0\left[\frac{\pi}{\sqrt\mu}-\frac2a+O(\mu)\right],$$

because $\arctan z=\pi/2-1/z+O(z^{-3})$ for large $z$. The piece with $w_1$ is odd and integrates to zero over the symmetric interval. For the last piece, $y^2/(\mu+y^2)=1-\mu/(\mu+y^2)$, so

$$\int_{-a}^{a}\frac{y^2r\,dy}{\mu+y^2}=\int_{-a}^{a}r\,dy-\mu\int_{-a}^{a}\frac{r\,dy}{\mu+y^2},$$

and the final term is at most $\pi\sqrt\mu\,\max|r|$ in size. Altogether,

$$t_d=\frac{\pi Cw_0}{\sqrt\mu}+B+O(\sqrt\mu),\qquad B=J_a+C\left[-\frac{2w_0}{a}+\int_{-a}^{a}r\,dy\right]. \tag{9}$$

To identify the first term, use (4). Near the fold $y^2\simeq-\tfrac12\varphi''_cx^2=V_c^2G''_cx^2/(2G_c)$, hence

$$w_0=\frac1{G_c}\sqrt{\frac{2G_c}{V_c^2G_c''}}=\sqrt{\frac{2}{V_c^2G_cG_c''}} .$$

Also $\mu=V_c^2[(1+\delta)^2-1]=2V_c^2\delta(1+\delta/2)$. Therefore

$$\frac{\pi Cw_0}{\sqrt\mu}=\frac{\pi C}{\sqrt{(V_c^2G_c)(V_c^2G_c'')}}\,\frac{1}{\sqrt{\delta(1+\delta/2)}} .$$

The product under the first root is $(K\Theta)(Kq/\Theta)=K^2q$. The result is $\pi\tau/\sqrt{q\delta}$ times $(1+\delta/2)^{-1/2}=1-\delta/4+\dots$. The correction, of order $\tau\sqrt\delta$, belongs to the remainder, and (2) is established.

The constant can be computed without choosing $a$ if $G$ is analytic. At $\mu=0$ take the inner integral along an arc from $-a$ to $a$ above the origin of the complex $y$ plane. Then $\int dy/y^2=-2/a$ and $\int dy/y=-i\pi$, while the integral of $r$ is unchanged. Since $w_1$ is real, its contribution is imaginary, and the real part reproduces the bracket in (9). Back in the temperature variable,

$$B=\operatorname{Re}\int_{T_0}^{T_f}\frac{C\,dT}{V_c^2G(T)-K(T-T_0)}, \tag{10}$$

on a path that passes above $T_c$ in the complex temperature plane, with no other zero of the denominator between the path and the real axis.

**Activated conduction.** Let $A=E/k_B$ and $G=G(T_0)\,e^{A/T_0-A/T}$. Then $G'/G=A/T^2$, and the fold condition $\Theta G'_c/G_c=1$ becomes

$$T_c^2-AT_c+AT_0=0,\qquad T_c=\frac A2(1-s)=\frac{2T_0}{1+s},\qquad s=\sqrt{1-\frac{4T_0}{A}} .$$

The second form of $T_c$ uses $1-s^2=4T_0/A$. The sign of $\varphi'$ is that of $T^2-AT+AT_0$, which changes from positive to negative at this lower root, so the root is a maximum. The upper root, $A-T_c$, is a minimum, beyond which $\varphi$ rises again towards a hot steady state. The threshold must lie below the temperature at which $\varphi$ regains the value $V_c^2$.

Since $G'=GA/T^2$, its logarithmic derivative is $G''/G'=A/T^2-2/T$. With $\Theta A/T_c^2=1$,

$$q=1-\frac{2(T_c-T_0)}{T_c}=\frac{2T_0}{T_c}-1=s=\sqrt{1-\frac{4k_BT_0}{E}} . \tag{11}$$

For $E\gg k_BT_0$ this tends to 1, and the leading delay depends only on $\tau$ and $\delta$. As $E$ falls towards $4k_BT_0$, the maximum and minimum of $\varphi$ approach each other, $q$ tends to zero, and the overvoltage range in which (2) is useful shrinks. For $E\le4k_BT_0$ the function $\varphi$ increases throughout. Each voltage then has one steady state and there is no fold. A numerical check at $E=3.5\,k_BT_0$ found $\varphi$ rising over the whole grid from $T_0$ to $20T_0$.

**A numerical case.** Take the round model parameters $E=0.5$ eV, $T_0=300$ K, $G(T_0)=1\ \mu$S, $K=10\ \mu$W/K, $C=10$ nJ/K and $T_f=600$ K. Then $\tau=1$ ms and $4k_BT_0/E=0.20682$, so $q=\sqrt{0.79318}=0.8906$. The fold temperature is $T_c=600/1.8906=317.36$ K, and $\Theta=17.36$ K. With $G_c=2.880\ \mu$S,

$$V_c=\sqrt{\frac{(10^{-5})(17.358)}{2.8802\times10^{-6}}}\ \text{V}=7.763\ \text{V}.$$

The prefactor is $\pi\tau/\sqrt q=3.329$ ms, and (10) gives $B=-3.267$ ms. The negative sign is no paradox. The leading term counts the time for a parabola (5) extended to infinity on both sides. For small $\delta$, where the first term on the right of (5) is negligible far from the fold, the parts below $T_0$ and above $T_f$ take $(2\tau/q)[1+\Theta/(T_f-T_c)]=2.38$ ms, which the real path does not spend. The remaining 0.88 ms arises because the real net heating between $T_0$ and $T_f$ differs from the parabola. The following delays, in milliseconds, compare direct time integration of (1) with the leading term and with the two-term law.

| $\delta$ | integrated | one term | two terms |
|---|---|---|---|
| $10^{-1}$ | 7.323 | 10.527 | 7.260 |
| $10^{-2}$ | 30.007 | 33.289 | 30.023 |
| $10^{-3}$ | 101.995 | 105.270 | 102.004 |
| $10^{-4}$ | 329.624 | 332.894 | 329.627 |
| $10^{-5}$ | 1049.436 | 1052.704 | 1049.437 |

Relative to the integrated delay, the leading term is 44% too long at $\delta=10^{-1}$, 11% at $10^{-2}$ and 1% at $10^{-4}$. The slow improvement is a consequence of (2): the relative error is close to $|B|/t_d$, which falls only as $\sqrt\delta$. With the constant included, the error is 0.9% at $\delta=10^{-1}$ and about 0.05% at $10^{-2}$. The two-term law is too short at $10^{-1}$ and too long in the other rows. A remainder purely proportional to $\sqrt\delta$ could not change sign, so higher terms matter at the largest overvoltage. They are still visible at $10^{-2}$: the remainder divided by $\tau\sqrt\delta$ is $+0.20$, $-0.15$, $-0.27$ and $-0.31$ for $\delta=10^{-1}$ to $10^{-4}$, and it settles near $-0.3$ only at the smallest overvoltages.

The constant also affects an exponent read from data. Between $\delta=10^{-4}$ and $10^{-5}$ the logarithmic slope of the integrated delay is $-0.5029$. From (2) the local slope is approximately $-\tfrac12(1-B/t_d)$, which is steeper than $-\tfrac12$ when $B$ is negative and approaches $-\tfrac12$ as the delay grows.

The integrated delays were tested against quadrature of (8), with a largest relative difference of $1.3\times10^{-11}$. For $\delta$ from $10^{-2}$ down to $10^{-6}$, the quadrature delay was also tested to lie within $2\tau\sqrt\delta$ of the two-term law. At the smallest overvoltage this allows a discrepancy of 2 $\mu$s, so it checks the value of $B$ as well as the leading term.

At $\delta=10^{-4}$ the overvoltage is 0.78 mV and the half-width (6) is 0.37 K. Half of the leading delay, about 166 ms, is therefore spent in an interval 0.74 K wide. The calculated share within $\pm\ell$ at $\delta=10^{-6}$ is 0.500000.

Such long delays demand stable conditions. The surroundings matter because they shift the fold. At a maximum, the first-order change of $\varphi_c$ comes from its explicit dependence on $T_0$ alone, so $d(V_c^2)/dT_0=-K/G_c$. Division by $2V_c^2=2K\Theta/G_c$ gives

$$\frac{dV_c}{V_c}=-\frac{dT_0}{2\Theta}.$$

A warming of the surroundings by $2\Theta\delta$, or 3.5 mK at $\delta=10^{-4}$, lowers $V_c$ enough to double the overvoltage and shorten the leading delay by a factor $\sqrt2$. The leading term of (2) applies when such drifts, and those of $V$, stay small compared with the margin during the whole delay. The constant $B$ demands more: at $\delta=10^{-4}$, a voltage offset of 1% of the margin already changes the delay by about 1.7 ms, half of $|B|$.

**Start and threshold.** Moving the threshold changes $B$ and leaves the leading term alone, as long as the threshold stays above $T_c$ and below any temperature at which $\varphi$ regains the value $V_c^2$. In the example, going from 450 K to 600 K adds 10.5 $\mu$s to a delay of 330 ms. Any fixed start below $T_c$ likewise gives the same leading term. A start above $T_c$ avoids the slow region, and its delay stays finite as $V\to V_c$: from $T_c+10$ K it is 2.467 ms at $\delta=10^{-4}$ and 2.470 ms at $10^{-6}$.

A device held beforehand at a voltage just below the fold gives an intermediate case. Let the earlier voltage be $V_c(1-\delta_b)$ with small $\delta_b>0$. Setting the right side of (5) to zero with $\delta$ replaced by $-\delta_b$ gives the cold steady state $x=-2\Theta\sqrt{\delta_b/q}$. For $\delta_b=0.01$ this is 3.68 K below $T_c$, or 313.68 K, against 313.95 K from the full balance. A step to a small $\delta>0$ then starts from $u=-\sqrt{\delta_b/\delta}$, and to leading order (7) gives

$$t_d\simeq\frac{\tau}{\sqrt{q\delta}}\left[\frac\pi2+\arctan\sqrt{\frac{\delta_b}{\delta}}\right].$$

For $\delta\ll\delta_b$ the bracket returns to $\pi$. For $\delta_b\ll\delta$ it is $\pi/2$, so the prior bias removes half of the leading delay but keeps the exponent.

**Other conductances and the limits of the law.** Nothing in (2) is special to activation. For $G\propto T^n$ with $n>1$, the fold condition $n\Theta=T_c$ gives $T_c=nT_0/(n-1)$. Since $G''_c/G'_c=(n-1)/T_c$ and $\Theta=T_c/n$, one finds $q=(n-1)/n$. For $n=6$, with the same $C$ and $K$, the predicted prefactor is 3.441442 ms. Two calculated delays at $\delta=10^{-6}$ and $4\times10^{-6}$, subtracted to remove $B$, give 3.441443 ms.

A series resistance $R_s$ can be included in the same way. If $V$ is now the constant source voltage, the current is $VG/(1+R_sG)$ and the power in the device is $V^2G/(1+R_sG)^2$. The theorem holds with $G/(1+R_sG)^2$ in place of $G$, provided that this function still produces a fold with the stated properties. A large enough $R_s$ can remove it, because the device then loses voltage as it heats; in the example the fold is absent at $R_s=100$ k$\Omega$. A much smaller resistance can already break the condition on the threshold. At $R_s=2$ k$\Omega$ the fold remains near 318 K, but $\varphi$ regains $V_c^2$ at about 539 K, so just above $V_c$ the device settles on a hot steady state below 600 K. If $C$ depends smoothly on temperature, it enters $w(y)$ in (9), and the leading term contains its value at $T_c$.

Far above the fold the square-root law gives way to another. For $V\gg V_c$ the loss term $\varphi\le V_c^2$ in (8) is negligible over the whole path, and

$$t_d\simeq\frac{C}{V^2}\int_{T_0}^{T_f}\frac{dT}{G(T)} ,$$

which is adiabatic heating with a delay proportional to $V^{-2}$.

Equation (1) also leaves out any dependence of $G$ on the voltage itself, temperature differences within the device, random fluctuations and any lasting change of the material. A hot filament that forms during the delay invalidates the single temperature. Fluctuations spread the delay, and the spread becomes a sizeable fraction of the delay once they move $T$ by about $\ell$ during the passage. Since $\ell$ shrinks as $\sqrt\delta$, they limit how closely the deterministic divergence can be followed. The further values behind the example are in the numerical output.

## Computed values

```
activation energy E = 0.500 eV
activation temperature E/kB = 5802.26 K
surroundings T0 = 300.0 K; threshold = 600.0 K
conductance at T0 = 1.000 microsiemens
thermal conductance K = 10.000 microwatt/K
heat capacity C = 10.000 nJ/K
thermal time tau = 1.0000 ms
4 kB T0/E = 0.20682 (no unit)
fold temperature Tc = 317.3581 K
fold temperature rise = 17.3581 K
conductance at fold = 2.88020 microsiemens
fold voltage Vc = 7.763179 V
curvature number q = 0.890609 (no unit)
prefactor pi*tau/sqrt(q) = 3.32894 ms
constant term B = -3.26691 ms
cold steady state at 0.99 Vc = 313.9505 K
delta (no unit) | V-Vc (mV) | integrated, one-term, two-term (ms)
1e-01 | 776.31785 | 7.3234, 10.5270, 7.2601
1e-02 | 77.63179 | 30.0072, 33.2894, 30.0225
1e-03 | 7.76318 | 101.9949, 105.2704, 102.0035
1e-04 | 0.77632 | 329.6243, 332.8943, 329.6274
1e-05 | 0.07763 | 1049.4364, 1052.7043, 1049.4374
largest relative gap, integration vs quadrature = 1.3e-11
log slope between delta 1e-4 and 1e-5 = -0.50294 (no unit)
bottleneck half-width at delta 1e-4 = 0.36787 K
share of leading delay within half-width, delta 1e-6 = 0.500000
delay added by threshold 450 -> 600 K = 10.4870 microseconds
delay from Tc+10 K, delta 1e-4 = 2.46713 ms
delay from Tc+10 K, delta 1e-6 = 2.46963 ms
power law exponent n = 6; q = 0.833333 (no unit)
power law prefactor, from delays = 3.441443 ms
power law prefactor, formula = 3.441442 ms
```
